# Lindblad Injection and Extraction as Wide-Band Reservoirs with Energy-Independent Occupation

**Q.** You drive a chain by throwing particles in at one end and pulling them out at the other. These pumps have no energy levels and no temperature. In what sense can the chain be said to touch reservoirs?

**A.** Let me fix the model first. The chain has \(N\ge2\) sites with spinless, non-interacting fermions,

\[
H=\sum_{ij}h_{ij}c_i^\dagger c_j ,\qquad h_{jj}=\varepsilon_j,\qquad h_{j,j+1}=h_{j+1,j}=-t ,
\]

with \(t\) real and nonzero. The left contact L acts on site 1 and the right contact R on site \(N\). Contact \(a\) has two jump operators, for injection and extraction:

\[
\sqrt{\Gamma_a f_a/\hbar}\;c_a^\dagger ,\qquad \sqrt{\Gamma_a(1-f_a)/\hbar}\;c_a ,\qquad \Gamma_a>0,\quad 0\le f_a\le1 .
\]

Here \(c_a\) is the operator of the site that contact \(a\) touches, and \(\Gamma_a\) is an energy. Any pair of injection and extraction rates can be written this way. So far \(f_a\) is just the share of injection in the total rate.

**Q.** Then changing \(f_a\) changes both rates. A reservoir broadens a level by an amount that does not depend on its filling. Doesn't the comparison fail at once?

**A.** It would if the damping depended on \(f_a\). Take \(C_{ij}=\langle c_j^\dagger c_i\rangle\), whose diagonal holds the occupations. Any observable obeys

\[
\frac{d\langle O\rangle}{dt}=\frac{i}{\hbar}\langle[H,O]\rangle+\frac12\sum_L\big\langle L^\dagger[O,L]+[L^\dagger,O]L\big\rangle .
\]

Put \(O=c_j^\dagger c_i\). The commutator with \(H\) is \(\sum_k(h_{kj}c_k^\dagger c_i-h_{ik}c_j^\dagger c_k)\), which gives \(-(i/\hbar)[h,C]_{ij}\).

For extraction at site \(m\) with rate \(\gamma\), use \([O,c_m]=-\delta_{jm}c_i\) and \([c_m^\dagger,O]=-\delta_{im}c_j^\dagger\). The contribution is

\[
-\tfrac{\gamma}{2}(\delta_{im}+\delta_{jm})\,C_{ij}.
\]

For injection with rate \(\gamma'\), use \([O,c_m^\dagger]=\delta_{im}c_j^\dagger\) and \([c_m,O]=\delta_{jm}c_i\). The contribution is

\[
\tfrac{\gamma'}{2}(\delta_{im}+\delta_{jm})\langle c_ic_j^\dagger\rangle
=\tfrac{\gamma'}{2}(\delta_{im}+\delta_{jm})(\delta_{ij}-C_{ij}).
\]

The anticommutator supplies the minus sign before \(C_{ij}\), so injection damps too: a filled site blocks it. The damping rates add to \(\Gamma_a(1-f_a)/\hbar+\Gamma_af_a/\hbar=\Gamma_a/\hbar\), and \(f_a\) drops out. With \(P_j\) the projector on site \(j\), define

\[
\hat\Gamma=\Gamma_LP_1+\Gamma_RP_N,\quad F=\Gamma_Lf_LP_1+\Gamma_Rf_RP_N,\quad h_{\rm e}=h-\tfrac i2\hat\Gamma .
\]

Then

\[
\hbar\,\dot C=-i\,(h_{\rm e}C-Ch_{\rm e}^\dagger)+F .
\tag{1}
\]

The filling enters through the source \(F\) alone.

**Q.** That is suggestive, but I want to see a reservoir produce the same equation.

**A.** Couple each end to modes \(b_{ak}\) of energy \(\epsilon_{ak}\) through \(\sum_kV_{ak}(b_{ak}^\dagger c_a+c_a^\dagger b_{ak})\), with real \(V_{ak}\). The Heisenberg equation \(i\hbar\dot b_{ak}=\epsilon_{ak}b_{ak}+V_{ak}c_a\) has the solution

\[
b_{ak}(t)=e^{-i\epsilon_{ak}t/\hbar}b_{ak}(0)-\frac i\hbar V_{ak}\int_0^t ds\,e^{-i\epsilon_{ak}(t-s)/\hbar}c_a(s).
\]

The end site feels \(\sum_kV_{ak}b_{ak}\), which is therefore

\[
\xi_a(t)-\frac i\hbar\int_0^tds\,K_a(t-s)c_a(s),\qquad K_a(\tau)=\sum_kV_{ak}^2e^{-i\epsilon_{ak}\tau/\hbar},
\]

where \(\xi_a(t)=\sum_kV_{ak}e^{-i\epsilon_{ak}t/\hbar}b_{ak}(0)\). Now assume a wide band: \(2\pi\sum_kV_{ak}^2\delta(E-\epsilon_{ak})=\Gamma_a\) at every \(E\). Then

\[
K_a(\tau)=\int\frac{dE}{2\pi}\,\Gamma_ae^{-iE\tau/\hbar}=\hbar\Gamma_a\,\delta(\tau).
\]

For a band cut at \(\pm D\) the kernel is an even peak of area \(\hbar\Gamma_a\), and half of it lies in the past. The memory term becomes \(-\tfrac i2\Gamma_ac_a(t)\), so that \(i\hbar\dot c=h_{\rm e}c+\xi\), with the same \(h_{\rm e}\) as before.

The filling enters through the noise. If all modes of contact \(a\) have the same occupation \(f_a\), whatever their energy,

\[
\langle\xi_a^\dagger(s')\xi_a(s)\rangle=f_a\sum_kV_{ak}^2e^{-i\epsilon_{ak}(s-s')/\hbar}=\hbar\Gamma_af_a\,\delta(s-s').
\]

Let \(U(\tau)=e^{-ih_{\rm e}\tau/\hbar}\). Then \(c(t)=U(t)c(0)-(i/\hbar)\int_0^tds\,U(t-s)\xi(s)\). If chain and reservoirs are initially uncorrelated, the cross terms vanish and

\[
C(t)=U(t)C(0)U^\dagger(t)+\frac1\hbar\int_0^tds\,U(t-s)FU^\dagger(t-s).
\tag{2}
\]

Differentiating the upper limit gives \(F/\hbar\); differentiating the factors \(U\) gives \(-(i/\hbar)(h_{\rm e}C-Ch_{\rm e}^\dagger)\). This is equation (1).

**Q.** You have matched one matrix. Density correlations need four operators. Could they differ?

**A.** They agree at least when the chain starts in a Gaussian state, one whose higher correlations follow from \(C\) by Wick's theorem. With reservoirs, \(c(t)\) is linear in initial operators that are jointly Gaussian, so the chain stays Gaussian.

For the Lindblad equation, replace a contact by a stream of fresh modes \(d\) of occupation \(f\). Each interacts for a short time \(\delta\) through \(e^{-i\theta W}\), with \(W=d^\dagger c+c^\dagger d\) and \(\theta^2=\Gamma\delta/\hbar\), and is then discarded. The term linear in \(\theta\) vanishes because \(\langle d\rangle=0\). The second-order term is

\[
\theta^2\,{\rm Tr}_d\big[W\rho\rho_dW-\tfrac12\{W^2,\rho\rho_d\}\big].
\]

With \(\langle d^\dagger d\rangle=f\) and \(\langle dd^\dagger\rangle=1-f\) it equals

\[
\frac{\Gamma\delta}{\hbar}\Big[(1-f)\big(c\rho c^\dagger-\tfrac12\{c^\dagger c,\rho\}\big)+f\big(c^\dagger\rho c-\tfrac12\{cc^\dagger,\rho\}\big)\Big],
\]

which is the Lindblad step. The remainder is of order \(\delta^2\) per step and vanishes over a fixed time as \(\delta\to0\). Every step has a quadratic generator and discards a mode, so it preserves Gaussian states. Equal \(C\) then means equal reduced states.

**Q.** No band is infinite. How large is the error for a finite one?

**A.** A flat band between \(-D\) and \(D\) also shifts levels, by the real part of its self-energy:

\[
\frac{\Gamma_a}{2\pi}\,{\rm P}\!\!\int_{-D}^{D}\frac{dE'}{E-E'}=\frac{\Gamma_a}{2\pi}\ln\frac{D+E}{D-E}\simeq\frac{\Gamma_aE}{\pi D}\qquad(|E|\ll D).
\]

The cut also removes the noise at energies beyond \(\pm D\). There \(|G_{11}|^2\simeq1/E^2\), so this loss alone lowers the steady occupation of site 1 by about \(\Gamma_Lf_L/\pi D\). Both effects are of order \(1/D\), so an error of that order is expected unless they cancel, as they do to this order in the steady state when \(f_L=f_R\). This estimate is for a symmetric cut. A flat band from \(-D_1\) to \(D_2\) shifts the end level by \((\Gamma_a/2\pi)\ln(D_1/D_2)\) near \(E=0\). That shift stays finite as the band widens at fixed \(D_1/D_2\), and it must be absorbed into the end-site energy before the comparison is made. As an example take four sites with energies \(0,\,0.6,\,-0.4,\,0.8\), \(\Gamma_L=1\), \(\Gamma_R=0.5\), \(f_L=0.9\), \(f_R=0.2\), in units \(t=\hbar=1\). These are round model values and stand for no material. One particle starts on site 2, and we look at time 6.

The full many-body Lindblad equation was compared with unitary evolution including discrete reservoir levels spaced by 0.2. Such levels cause a recurrence near \(2\pi/0.2\approx31\), well after time 6. The largest difference in any element of \(C\) is 0.0078, 0.0039 and 0.0019 for \(D=20,40,80\): it halves when \(D\) doubles. At \(D=80\) the density correlation \(\langle n_2n_3\rangle\) is 0.2523, against 0.2517 from Lindblad. The left contact current is 0.1685, against 0.1680.

**Q.** Suppose I wait. Might some mode avoid both ends and remember its initial filling forever?

**A.** Let \(h_{\rm e}v=\lambda v\) with \(v\) normalized. Taking the imaginary part of \(v^\dagger h_{\rm e}v\) gives

\[
{\rm Im}\,\lambda=-\tfrac12\big(\Gamma_L|v_1|^2+\Gamma_R|v_N|^2\big).
\]

An undamped mode needs \(v_1=v_N=0\), and then \(hv=\lambda v\). The first row, \(\varepsilon_1v_1-tv_2=\lambda v_1\), forces \(v_2=0\). The second row then forces \(v_3=0\), and so on along the chain, so \(v=0\), a contradiction. Every mode decays and the steady state is unique. With one bond cut, the same argument run from both ends still works; two cut bonds would isolate a middle piece whose modes never decay. In the example the slowest mode occupation decays at rate 0.153.

**Q.** The steady state is then a time integral. Where do energies come from, if the pumps know none?

**A.** From the chain's own response. For \(t\to\infty\) equation (2) becomes \(C=\hbar^{-1}\int_0^\infty d\tau\,U(\tau)FU^\dagger(\tau)\). Define

\[
G(E)=(E-h_{\rm e})^{-1}=-\frac i\hbar\int_0^\infty d\tau\,e^{iE\tau/\hbar}U(\tau),
\]

where the integral converges because every mode decays. Then

\[
\int\frac{dE}{2\pi}GFG^\dagger=\frac1{\hbar^2}\int_0^\infty\!\!d\tau\int_0^\infty\!\!d\tau'\,U(\tau)FU^\dagger(\tau')\,\hbar\delta(\tau-\tau')=C .
\tag{3}
\]

This is Parseval's theorem. Noise without memory has a flat spectrum, so it excites the chain at all energies equally, and \(G\) selects the response.

**Q.** And the current?

**A.** In the trace of (1) the \(h\) terms cancel, leaving \(\hbar\,d({\rm Tr}\,C)/dt={\rm Tr}(F-\hat\Gamma C)\). The left contact's share is the particle current entering there,

\[
J=\frac{\Gamma_L}{\hbar}(f_L-C_{11}).
\]

By (3),

\[
C_{11}=\int\frac{dE}{2\pi}\big(\Gamma_Lf_L|G_{11}|^2+\Gamma_Rf_R|G_{1N}|^2\big).
\]

To remove \(G_{11}\), set both occupations to one. Then \(F=\hat\Gamma\), and \(C=1\) solves (1), since \(-i(h_{\rm e}-h_{\rm e}^\dagger)+\hat\Gamma=-\hat\Gamma+\hat\Gamma=0\). The solution is unique, so (3) yields the sum rule

\[
1=\int\frac{dE}{2\pi}\big(\Gamma_L|G_{11}|^2+\Gamma_R|G_{1N}|^2\big).
\]

Multiply it by \(f_L\) and subtract \(C_{11}\). The \(G_{11}\) terms cancel, and

\[
J=(f_L-f_R)\int_{-\infty}^{\infty}\frac{dE}{2\pi\hbar}\,T(E),\qquad T(E)=\Gamma_L\Gamma_R|G_{1N}(E)|^2 .
\tag{4}
\]

This is a Landauer integral with the same occupation difference at every energy. In the example \(\int T\,dE/2\pi=0.224977\), so \(J=0.7\times0.224977=0.15748\). The many-body steady state has \(n_1=0.74252\), and the contact formula gives \(1.0\times(0.9-0.74252)=0.15748\).

**Q.** The steady occupations are 0.743, 0.612, 0.647, 0.515. Site 3 is fuller than site 2, yet particles flow from 2 to 3?

**A.** Yes. A bond current is set by a coherence. In the diagonal part of (1) the right-hand neighbour contributes \(it(C_{j+1,j}-C_{j,j+1})=-2t\,{\rm Im}\,C_{j+1,j}\), so the current leaving to the right is \(J=(2t/\hbar)\,{\rm Im}\,C_{j+1,j}\). It need not follow the local difference of occupations.

**Q.** Can the integral be done in a simple case, so that I see what limits the current?

**A.** For equal site energies one can solve (1) directly. Try \(C_{j+1,j}=i\kappa=-C_{j,j+1}\) on every bond, with all longer-range coherences zero, so \(J=2t\kappa/\hbar\). The \((j+1,j)\) element of (1) reads

\[
0=it(n_j-n_{j+1})-\tfrac{i\kappa}2(\hat\Gamma_{jj}+\hat\Gamma_{j+1,j+1}),
\]

hence

\[
n_j-n_{j+1}=\frac{\hbar J}{4t^2}(\hat\Gamma_{jj}+\hat\Gamma_{j+1,j+1}).
\]

The \((j+2,j)\) element is \(it(i\kappa-i\kappa)=0\), and more distant elements have no source, so the trial form is consistent. Occupation drops only on bonds that touch a driven site. The contacts add \(f_L-n_1=\hbar J/\Gamma_L\) and \(n_N-f_R=\hbar J/\Gamma_R\). Summing all drops,

\[
f_L-f_R=\hbar J\Big[\frac1{\Gamma_L}+\frac1{\Gamma_R}+\frac{\Gamma_L+\Gamma_R}{4t^2}\Big],
\]

\[
J=\frac{f_L-f_R}{\hbar}\,\frac{4t^2\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)(4t^2+\Gamma_L\Gamma_R)} .
\tag{5}
\]

The length is absent: transport is ballistic. With the contacts and occupations of the example, \(J=0.7\times2/(1.5\times4.5)=0.2074\), and quadrature of (4) gives this value for \(N=2,3,6,8\). The unequal site energies of the example lower the current by 24% relative to this.

For equal contacts (5) becomes \(J=(f_L-f_R)\,2t^2\Gamma/[\hbar(4t^2+\Gamma^2)]\). Weak contacts give \(J\propto\Gamma\), limited by the exchange of particles at both contacts. Strong contacts give \(J\propto t^2/\Gamma\), because damping suppresses the coherence at the ends. Setting the derivative to zero gives \(4t^2-\Gamma^2=0\), so the maximum is at \(\Gamma=2|t|\), where \(J=(f_L-f_R)|t|/2\hbar\).

**Q.** My reservoirs have Fermi functions. May I insert the Lindblad current anyway?

**A.** In general no. Let \(f_a\) depend on energy. The noise spectrum is then \(\Gamma_af_a(E)\), and (3) holds with \(F(E)\) inside the integral. The contact formula used constant \(f_L\), so take the first bond instead:

\[
J_{\rm th}=\frac{2t}\hbar\int\frac{dE}{2\pi}\,{\rm Im}\big[\Gamma_Lf_L(E)\,G_{21}G_{11}^*+\Gamma_Rf_R(E)\,G_{2N}G_{1N}^*\big].
\]

Row 1 of \((E-h_{\rm e})G=1\), column \(N\), is \((E-\varepsilon_1+\tfrac i2\Gamma_L)G_{1N}+tG_{2N}=0\). Multiply by \(G_{1N}^*\) and take the imaginary part: \(2t\,{\rm Im}(G_{2N}G_{1N}^*)=-\Gamma_L|G_{1N}|^2\). The right term thus carries \(-T(E)\).

For the left term, subtract the inverses: \(G^{-1}-(G^\dagger)^{-1}=i\hat\Gamma\). Multiplying by \(G\) from the left and \(G^\dagger\) from the right gives \(G\hat\Gamma G^\dagger=i(G-G^\dagger)\). Since \(h\) is real and symmetric, \(G\) is symmetric and the right side is the real matrix \(-2\,{\rm Im}\,G\). So the two terms cancel at each energy when \(f_L=f_R\), and the left one carries \(+T(E)\):

\[
J_{\rm th}=\int\frac{dE}{2\pi\hbar}\,T(E)\,[f_L(E)-f_R(E)] .
\tag{6}
\]

A quick way to see the difference is to shift all site energies by the same amount. \(T(E)\) moves rigidly, so (4) does not change. In (6) the transmission moves relative to the chemical potentials, and the current generally changes. Lindblad driving of this kind cannot describe such a gate response.

**Q.** When do the two agree?

**A.** One case is high temperature at fixed \(\mu_a/kT=\ln[f_a/(1-f_a)]\). This keeps \(f_a(0)=f_a\) while the Fermi function flattens. To first order \(f_a(E)\simeq f_a-f_a(1-f_a)E/kT\). Since \(f_L(1-f_L)-f_R(1-f_R)=(f_L-f_R)(1-f_L-f_R)\),

\[
\frac{J_{\rm th}}J\simeq1+(f_L+f_R-1)\frac{\langle E\rangle_T}{kT},\qquad
\langle E\rangle_T=\frac{\int E\,T\,dE}{\int T\,dE}.
\]

The mean exists because \(T\) falls as \(E^{-2N}\) and \(N\ge2\). In the example it is 0.539, so the predicted correction is \(0.054/kT\); the computed coefficient at \(kT=10^4\) is also 0.054.

On cooling, the discrepancy becomes large: the ratio \(J_{\rm th}/J\) is 0.979 at \(kT=2\), 0.568 at \(kT=0.5\) and 0.072 at \(kT=0.1\). For \(kT=0.5\), (6) gives 0.0895; discrete thermal reservoirs with \(D=40\), evolved to time 50, give 0.0898.

**Q.** So must a physical reservoir be hot?

**A.** No. Another case is \(f_L=1\), \(f_R=0\), with one chemical potential far above the whole transmission spectrum and the other far below. For the example chain, Lindblad driving then gives 0.22498. Cold reservoirs at fixed \(kT=0.1\) with \(\mu_L=-\mu_R=\mu\) give 0.0864 at \(\mu=1\), 0.2152 at \(\mu=2\) and 0.22497 at \(\mu=4\). The current saturates once the bias window covers the energies where \(T(E)\) is appreciable. The end occupations converge more slowly: left modes above \(\mu\) are empty, and with \(|G_{11}|^2\simeq1/E^2\) this leaves \(n_1\) below its Lindblad value by about \(\Gamma_L/2\pi\mu\).

Both cases still require a hybridization that is flat over the chain's energies, with any constant level shift from the band edges included in the end-site energies. For \(N\ge3\), interactions in general add four-operator averages to (1), which then no longer closes, and (4) is not guaranteed; an interaction that depends only on the total particle number is an exception. For \(N=2\) the only possible interaction, proportional to \(n_1n_2\), commutes with every \(c_j^\dagger c_i\) and drops out of (1). The full set of values is in the numerical output.

## Numbers as computed

```
site energies [t]: [0.0, 0.6, -0.4, 0.8]
Gamma_L, Gamma_R [t]: 1.0 0.5;  f_L, f_R: 0.9 0.2
largest transmission on grid: 0.9958
integral T dE/(2 pi) [t]: 0.224977
J, Landauer integral [t/hbar]: 0.157484
J, Fock-space Lindblad [t/hbar]: 0.157484
steady occupations: [0.74252 0.6117  0.64725 0.51497]
slowest mode decay rate [t/hbar]: 0.1530
transient time [hbar/t]: 6.0
Lindblad occupations then: [0.73196 0.55219 0.50282 0.49451]
Lindblad left contact current then [t/hbar]: 0.16804
Lindblad <n2 n3> then: 0.25166
explicit reservoirs, level spacing 0.2 t, same time:
 D=20 t: max|dC|=0.00777, J_L=0.17037 t/hbar, <n2 n3>=0.25430
 D=40 t: max|dC|=0.00386, J_L=0.16911 t/hbar, <n2 n3>=0.25295
 D=80 t: max|dC|=0.00193, J_L=0.16848 t/hbar, <n2 n3>=0.25230
uniform chain, closed formula J [t/hbar]: 0.207407
 N=2: J by quadrature [t/hbar] = 0.207407
 N=3: J by quadrature [t/hbar] = 0.207407
 N=6: J by quadrature [t/hbar] = 0.207407
 N=6 occupations: [0.69259 0.64074 0.64074 0.64074 0.64074 0.61481]
 N=8: J by quadrature [t/hbar] = 0.207407
equal contacts, N=3, f_L=1, f_R=0:
 Gamma=1.0 t: J=0.400000 t/hbar
 Gamma=1.8 t: J=0.497238 t/hbar
 Gamma=2.0 t: J=0.500000 t/hbar
 Gamma=2.2 t: J=0.497738 t/hbar
 Gamma=4.0 t: J=0.400000 t/hbar
mu_L/kT, mu_R/kT: 2.1972 -1.3863
transmission-weighted mean energy [t]: 0.53948
thermal Landauer current at fixed mu/kT:
 kT=0.1 t: J=0.011345 t/hbar, ratio to Lindblad=0.07204
 kT=0.5 t: J=0.089494 t/hbar, ratio to Lindblad=0.56827
 kT=2.0 t: J=0.154243 t/hbar, ratio to Lindblad=0.97942
 kT=10.0 t: J=0.158033 t/hbar, ratio to Lindblad=1.00349
 kT=100.0 t: J=0.157566 t/hbar, ratio to Lindblad=1.00052
(ratio-1)*kT at kT=10^4 t [t]: 0.053929; predicted 0.053948
explicit thermal reservoirs, kT=0.5 t, D=40 t: J=0.08977 t/hbar
Lindblad J for f_L=1, f_R=0 [t/hbar]: 0.224977
thermal current at kT=0.1 t, mu_L=-mu_R=mu:
 mu=0.5 t: J=0.035601 t/hbar
 mu=1.0 t: J=0.086441 t/hbar
 mu=2.0 t: J=0.215240 t/hbar
 mu=4.0 t: J=0.224974 t/hbar
 mu=10.0 t: J=0.224977 t/hbar
```
